# Gold and silver d-s gaps, relativity, and the onset of absorption: a numerical check

```python
"""
Result under test: in Dirac-Kohn-Sham (LDA) atoms the gap
    g = e(ns1/2) - e((n-1)d5/2)
is nearly equal for Ag and Au when c is very large, and narrows at physical c,
much more in Au than in Ag.  The narrowing is a relativistic (1/c^2) effect.

Symbols (Hartree atomic units inside, eV in most output):
  r, w      radial quadrature points and weights
  P, Q      large and small radial functions; n = sum of f (P^2 + Q^2)
  kappa     -(l+1) for j = l+1/2, and l for j = l-1/2
  u         r times (Hartree + exchange-correlation potential)
  c         speed of light; c = inf selects a separate Schroedinger operator
  moved     number of electrons transferred from (n-1)d5/2 to ns
Model: nucleus a uniform sphere of radius 7 fm, spherical electron density,
no spin polarization, no Breit or QED terms.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.interpolate import BSpline
from pyscf import gto, dft
from pyscf.dft import libxc

C = 1.0 / const.fine_structure
EV = const.physical_constants["Hartree energy in eV"][0]
BIG = 50.0 * C
INF = np.inf
R_FM = 7.0
R_NUC = R_FM * 1e-15 / const.physical_constants["Bohr radius"][0]

# B-splines with a breakpoint at the nuclear surface, where the second
# derivative of the potential jumps: repeated knots lower the smoothness there
DEG = 7
breaks = np.concatenate(([0.0], np.geomspace(R_NUC, 30.0, 47)))
knots = np.sort(np.concatenate((np.zeros(DEG), breaks,
                                np.full(4, breaks[1]),
                                np.full(DEG, breaks[-1]))))
gx, gw = np.polynomial.legendre.leggauss(10)
half = np.diff(breaks) / 2
middle = (breaks[1:] + breaks[:-1]) / 2
r = (middle[:, None] + half[:, None] * gx).ravel()
w = (half[:, None] * gw).ravel()
spline = BSpline(knots, np.eye(len(knots) - DEG - 1), DEG)
B, D = spline(r), spline.derivative()(r)
inner = r < 15.0


def nuclear(Z, x):
    """Potential energy of an electron near a uniformly charged sphere."""
    inside = -Z * (3 - (x / R_NUC)**2) / (2 * R_NUC)
    return np.where(x < R_NUC, inside, -Z / x)


def gram(a, weight):
    return a.T @ (a * weight[:, None])


stiffness = gram(D, w)
poisson_inverse = np.linalg.inv(stiffness[1:-1, 1:-1])
channel_cache = {}


def channel(kappa, c):
    """Basis, kinetic matrix and inverse Cholesky factor of the metric."""
    key = (kappa, c)
    if key not in channel_cache:
        cols = slice(1 if kappa == -1 else 2, -1)
        b, d = B[:, cols], D[:, cols]
        f = d + kappa * b / r[:, None]
        overlap = gram(b, w)
        if np.isinf(c):
            l = kappa if kappa > 0 else -kappa - 1
            T = gram(d, w) / 2 + gram(b, w * l * (l + 1) / (2 * r**2))
            metric = overlap
        else:
            T = gram(f, w) / 2
            zero = np.zeros_like(T)
            metric = np.block([[overlap, zero], [zero, T / (2 * c**2)]])
        Linv = np.linalg.inv(np.linalg.cholesky(metric))
        channel_cache[key] = b, f, T, Linv
    return channel_cache[key]


def levels(kappa, c, V, count):
    """Lowest electron levels and their radial densities in potential V."""
    b, f, T, Linv = channel(kappa, c)
    size = b.shape[1]
    VB = gram(b, w * V)
    if np.isinf(c):
        H, skip = T + VB, 0
    else:
        W = gram(f, w * V)
        H, skip = np.block([[VB, T], [T, W / (4 * c**2) - T]]), size
    e, x = np.linalg.eigh(Linv @ H @ Linv.T)
    x = Linv.T @ x[:, skip:skip + count]
    density = (b @ x[:size])**2
    if not np.isinf(c):
        density += (f @ x[size:] / (2 * c))**2
    return e[skip:skip + count], density


def filled(top):
    """Closed shells up to principal number top[l] for each l."""
    occ = {}
    for l, nmax in top.items():
        for n in range(l + 1, nmax + 1):
            occ[n, -(l + 1)] = 2.0 * l + 2
            if l:
                occ[n, l] = 2.0 * l
    return occ


def all_levels(occ, c, V):
    eps, dens = {}, {}
    for kappa in sorted({k for _, k in occ}):
        l = kappa if kappa > 0 else -kappa - 1
        ns = [n for n, k in occ if k == kappa]
        e, d = levels(kappa, c, V, max(ns) - l)
        for n in ns:
            eps[n, kappa], dens[n, kappa] = e[n - l - 1], d[:, n - l - 1]
    return eps, dens


def atom(Z, occ, c, start=None):
    """Self-consistent LDA atom with Anderson mixing of u."""
    electrons = sum(occ.values())
    # rounding errors of the Dirac matrix grow with c
    threshold = 1e-5 if c <= C or np.isinf(c) else 3e-5
    if start is None:
        x = r * Z**(1 / 3) / 0.8853
        u = (Z - 1) * (1 - 1 / (1 + 0.6 * x)**2)
    else:
        u = start.copy()
    old_u, old_f = [], []
    for _ in range(120):
        eps, dens = all_levels(occ, c, nuclear(Z, r) + u / r)
        n = sum(occ[s] * dens[s] for s in occ)
        rhs = B.T @ (w * n / r) - stiffness[:, -1] * electrons
        hartree = B[:, 1:-1] @ (poisson_inverse @ rhs[1:-1])
        hartree += electrons * B[:, -1]
        exc, vxc = libxc.eval_xc("lda,vwn", n / (4 * np.pi * r**2),
                                 spin=0, deriv=1)[:2]
        residual = hartree + r * vxc[0] - u
        if np.max(np.abs(residual[inner])) < threshold:
            energy = sum(occ[s] * eps[s] for s in occ)
            energy += np.sum(w * n * ((hartree / 2 - u) / r + exc))
            return dict(eps=eps, dens=dens, u=u, energy=energy)
        new_u, new_f = u.copy(), residual.copy()
        if old_u:
            du = np.array([u - a for a in old_u]).T
            df = np.array([residual - a for a in old_f]).T
            g = np.linalg.lstsq(df[inner], residual[inner], rcond=1e-8)[0]
            new_u -= du @ g
            new_f -= df @ g
        old_u, old_f = (old_u + [u])[-6:], (old_f + [residual])[-6:]
        u = new_u + 0.3 * new_f
    raise RuntimeError("self-consistency was not reached")


def mismatch(E, n, kappa, Z):
    """Wronskian of outward and inward solutions; zero at a bound level."""
    def slope(x, y):
        if x < R_NUC:
            V = -Z * (3 - (x / R_NUC)**2) / (2 * R_NUC)
        else:
            V = -Z / x
        return [-kappa * y[0] / x + (2 * C + (E - V) / C) * y[1],
                kappa * y[1] / x - (E - V) / C * y[0]]

    x0, meet, far = R_NUC / 100, 0.8 * n**2 / Z, 40.0 * n / Z
    V0 = -1.5 * Z / R_NUC
    if kappa == -1:
        first = [1.0, (V0 - E) * x0 / (3 * C)]
    else:
        first = [(2 * C + (E - V0) / C) * x0 / 3, 1.0]
    decay = np.sqrt(-2 * E - (E / C)**2)
    last = [1.0, -decay * C / (2 * C**2 + E)]
    opts = dict(method="DOP853", rtol=1e-10, atol=1e-13)
    a = solve_ivp(slope, (x0, meet), first, **opts).y[:, -1]
    b = solve_ivp(slope, (far, meet), last, **opts).y[:, -1]
    return (a[0] * b[1] - a[1] * b[0]) / np.hypot(*b)


# Test of the Dirac solver, one electron and Z = 79: s1/2 and p1/2 levels
# against direct integration of the radial equations
shoot_error = {}
for n, kappa in [(1, -1), (6, -1), (2, 1)]:
    l = kappa if kappa > 0 else -kappa - 1
    found = levels(kappa, C, nuclear(79, r), n - l)[0][-1]
    step = 2e-5
    m_lo = mismatch(found * (1 - step), n, kappa, 79)
    m_hi = mismatch(found * (1 + step), n, kappa, 79)
    shoot_error[n, kappa] = abs(step * (m_hi + m_lo) / (m_hi - m_lo))
assert max(shoot_error.values()) < 2e-5, shoot_error

# d levels, which hardly touch the nucleus, against the point-nucleus formula
formula_error = {}
for n, kappa in [(5, 2), (5, -3)]:
    found = levels(kappa, C, -79 / r, n - 2)[0][-1]
    root = np.sqrt(kappa**2 - (79 / C)**2)
    ratio = 79 / C / (n - abs(kappa) + root)
    formula = C**2 * (1 / np.sqrt(1 + ratio**2) - 1)
    formula_error[n, kappa] = abs(found / formula - 1)
assert max(formula_error.values()) < 2e-5, formula_error

# Test of the self-consistent part: neon in an independent Gaussian basis
neon = atom(10, filled({0: 2, 1: 2}), INF)
basis = gto.expand_etbs([(0, 18, 0.06, 2.3), (1, 12, 0.06, 2.3)])
mol = gto.M(atom="Ne 0 0 0", basis={"Ne": basis}, verbose=0)
mf = dft.RKS(mol)
mf.chkfile = None
mf.xc = "lda,vwn"
mf.grids.level = 5
mf.kernel()
assert mf.converged
neon_error = max(abs(neon["eps"][2, -1] - mf.mo_energy[1]),
                 abs(neon["eps"][2, -2] - mf.mo_energy[2]))
assert neon_error < 3e-4, neon_error
assert abs(neon["energy"] - mf.e_tot) < 2e-3

# Silver and gold
setup = {"Ag": (47, 5, {0: 5, 1: 4, 2: 4}),
         "Au": (79, 6, {0: 6, 1: 5, 2: 5, 3: 4})}


def run(name, c, moved=0.0, start=None):
    Z, ns, top = setup[name]
    occ = filled(top)
    occ[ns, -1] = 1.0 + moved
    occ[ns - 1, -3] = 6.0 - moved
    result = atom(Z, occ, c, start)
    eps = result["eps"]
    result["occ"] = occ
    result["s"] = eps[ns, -1] * EV
    result["d5"] = eps[ns - 1, -3] * EV
    result["d3"] = eps[ns - 1, 2] * EV
    result["gap"] = result["s"] - result["d5"]
    result["mean_gap"] = result["s"] - 0.6 * result["d5"] - 0.4 * result["d3"]
    return result


schr, large, phys, promo = {}, {}, {}, {}
for name in setup:
    schr[name] = run(name, INF)
    large[name] = run(name, BIG, start=schr[name]["u"])
    phys[name] = run(name, C, start=schr[name]["u"])
    assert abs(large[name]["gap"] - schr[name]["gap"]) < 0.005
    mid = run(name, C, 0.5, phys[name]["u"])
    end = run(name, C, 1.0, mid["u"])
    end_large = run(name, BIG, 1.0, large[name]["u"])
    promo[name] = ((end["energy"] - phys[name]["energy"]) * EV,
                   (end_large["energy"] - large[name]["energy"]) * EV)
    # orbital-energy difference integrated over the transfer (Simpson rule)
    integral = (phys[name]["gap"] + 4 * mid["gap"] + end["gap"]) / 6
    phys[name]["integral"] = integral
    assert abs(integral - promo[name][0]) < 0.01
    assert promo[name][0] > phys[name]["gap"]

narrow = {a: large[a]["gap"] - phys[a]["gap"] for a in setup}
promo_narrow = {a: promo[a][1] - promo[a][0] for a in setup}
diff_phys = phys["Ag"]["gap"] - phys["Au"]["gap"]
diff_large = large["Ag"]["gap"] - large["Au"]["gap"]
assert narrow["Au"] > narrow["Ag"] > 0
assert promo_narrow["Au"] > promo_narrow["Ag"] > 0
assert diff_phys > 0.8 and abs(diff_large) < 0.3

# First-order effect of the nuclear size on the 6s level of gold
size_shift = EV * np.sum(w * phys["Au"]["dens"][6, -1]
                         * (nuclear(79, r) + 79 / r))
assert 0 < size_shift < 0.02

# The narrowing must fall as 1/c^2 when c is raised
at4 = run("Au", 4 * C, start=schr["Au"]["u"])
at8 = run("Au", 8 * C, start=schr["Au"]["u"])
narrow4 = schr["Au"]["gap"] - at4["gap"]
narrow8 = schr["Au"]["gap"] - at8["gap"]
assert abs(narrow4 / narrow8 - 4) < 0.3

# Gold: direct effect in the frozen large-c potential, then potential change
frozen = all_levels(phys["Au"]["occ"], C,
                    nuclear(79, r) + large["Au"]["u"] / r)[0]
orbitals = {"6s1/2": (6, -1), "5d3/2": (5, 2), "5d5/2": (5, -3)}
direct, indirect, radius = {}, {}, {}
for label, key in orbitals.items():
    direct[label] = (frozen[key] - large["Au"]["eps"][key]) * EV
    indirect[label] = (phys["Au"]["eps"][key] - frozen[key]) * EV
    radius[label] = [np.sum(w * r * a["Au"]["dens"][key])
                     for a in (large, phys)]
assert direct["6s1/2"] < 0
assert indirect["5d3/2"] > 0 and indirect["5d5/2"] > 0
assert radius["6s1/2"][1] < radius["6s1/2"][0]
assert radius["5d5/2"][1] > radius["5d5/2"][0]

# Rough measured interband onsets of the metals, used as inputs
onset = {"Ag": 3.7, "Au": 2.4}
hc = const.h * const.c / const.e * 1e9

print(f"physical c = {C:.3f} a.u.; very large c = {BIG:.1f} a.u.")
print(f"nuclear radius (input) = {R_FM:.1f} fm; "
      f"first-order shift of Au 6s = {size_shift:.4f} eV")
print(f"Z=79 one-electron s1/2, p1/2 levels against direct integration: "
      f"largest relative error = {max(shoot_error.values()):.1e}")
print(f"Z=79 one-electron 5d levels against Dirac formula: "
      f"largest relative error = {max(formula_error.values()):.1e}")
print(f"neon valence levels, largest difference = {neon_error:.1e} hartree")
for a in setup:
    n = setup[a][1]
    print(f"{a}: Z = {setup[a][0]}, Z/c = {setup[a][0] / C:.3f}")
    for title, data in (("large c", large[a]), ("physical c", phys[a])):
        print(f"{a} {title}: e({n}s) = {data['s']:.3f} eV, "
              f"e({n-1}d3/2) = {data['d3']:.3f} eV, "
              f"e({n-1}d5/2) = {data['d5']:.3f} eV")
        print(f"{a} {title}: gap s-d5/2 = {data['gap']:.3f} eV, "
              f"gap s-mean d = {data['mean_gap']:.3f} eV")
    print(f"{a} Schroedinger gap = {schr[a]['gap']:.3f} eV")
    print(f"{a} narrowing of s-d5/2 gap = {narrow[a]:.3f} eV")
    print(f"{a} shift of s = {phys[a]['s'] - large[a]['s']:.3f} eV, "
          f"of d5/2 = {phys[a]['d5'] - large[a]['d5']:.3f} eV")
    print(f"{a} promotion d10s1 to d9s2: large c {promo[a][1]:.3f} eV, "
          f"physical c {promo[a][0]:.3f} eV")
    print(f"{a} integrated gap, physical c = {phys[a]['integral']:.3f} eV")
    print(f"{a} narrowing of promotion energy = {promo_narrow[a]:.3f} eV")
print(f"gap(Ag) - gap(Au), large c = {diff_large:.3f} eV")
print(f"gap(Ag) - gap(Au), physical c = {diff_phys:.3f} eV")
print(f"narrowing ratio Au/Ag = {narrow['Au'] / narrow['Ag']:.2f}; "
      f"(79/47)^2 = {(79 / 47)**2:.2f}")
print(f"Au narrowing at 4c = {narrow4:.4f} eV, at 8c = {narrow8:.4f} eV, "
      f"ratio = {narrow4 / narrow8:.2f}")
for label in orbitals:
    print(f"Au {label}: direct shift = {direct[label]:.3f} eV, "
          f"indirect shift = {indirect[label]:.3f} eV")
    print(f"Au {label}: mean radius, large c = {radius[label][0]:.3f} bohr, "
          f"physical c = {radius[label][1]:.3f} bohr")
print(f"onset difference Ag - Au (input) = {onset['Ag']-onset['Au']:.1f} eV")
for a in setup:
    print(f"{a} onset (input) = {onset[a]:.1f} eV = {hc / onset[a]:.0f} nm")
    print(f"{a} rough onset without relativity: "
          f"{onset[a] + narrow[a]:.1f} eV from orbital gap, "
          f"{onset[a] + promo_narrow[a]:.1f} eV from promotion")
print(f"photon energy at 400 nm = {hc / 400:.2f} eV")
print("done: every assertion held")
```

It prints:

```
physical c = 137.036 a.u.; very large c = 6851.8 a.u.
nuclear radius (input) = 7.0 fm; first-order shift of Au 6s = 0.0059 eV
Z=79 one-electron s1/2, p1/2 levels against direct integration: largest relative error = 1.2e-05
Z=79 one-electron 5d levels against Dirac formula: largest relative error = 8.4e-07
neon valence levels, largest difference = 4.3e-06 hartree
Ag: Z = 47, Z/c = 0.343
Ag large c: e(5s) = -4.283 eV, e(4d3/2) = -8.128 eV, e(4d5/2) = -8.128 eV
Ag large c: gap s-d5/2 = 3.845 eV, gap s-mean d = 3.845 eV
Ag physical c: e(5s) = -4.713 eV, e(4d3/2) = -8.007 eV, e(4d5/2) = -7.446 eV
Ag physical c: gap s-d5/2 = 2.733 eV, gap s-mean d = 2.958 eV
Ag Schroedinger gap = 3.845 eV
Ag narrowing of s-d5/2 gap = 1.112 eV
Ag shift of s = -0.430 eV, of d5/2 = 0.682 eV
Ag promotion d10s1 to d9s2: large c 5.013 eV, physical c 3.735 eV
Ag integrated gap, physical c = 3.735 eV
Ag narrowing of promotion energy = 1.278 eV
Au: Z = 79, Z/c = 0.576
Au large c: e(6s) = -4.417 eV, e(5d3/2) = -8.293 eV, e(5d5/2) = -8.292 eV
Au large c: gap s-d5/2 = 3.875 eV, gap s-mean d = 3.875 eV
Au physical c: e(6s) = -6.093 eV, e(5d3/2) = -8.089 eV, e(5d5/2) = -6.551 eV
Au physical c: gap s-d5/2 = 0.458 eV, gap s-mean d = 1.073 eV
Au Schroedinger gap = 3.876 eV
Au narrowing of s-d5/2 gap = 3.417 eV
Au shift of s = -1.676 eV, of d5/2 = 1.742 eV
Au promotion d10s1 to d9s2: large c 4.789 eV, physical c 0.991 eV
Au integrated gap, physical c = 0.991 eV
Au narrowing of promotion energy = 3.798 eV
gap(Ag) - gap(Au), large c = -0.030 eV
gap(Ag) - gap(Au), physical c = 2.275 eV
narrowing ratio Au/Ag = 3.07; (79/47)^2 = 2.83
Au narrowing at 4c = 0.1846 eV, at 8c = 0.0459 eV, ratio = 4.03
Au 6s1/2: direct shift = -2.538 eV, indirect shift = 0.863 eV
Au 6s1/2: mean radius, large c = 3.313 bohr, physical c = 2.838 bohr
Au 5d3/2: direct shift = -3.131 eV, indirect shift = 3.334 eV
Au 5d3/2: mean radius, large c = 1.580 bohr, physical c = 1.572 bohr
Au 5d5/2: direct shift = -1.260 eV, indirect shift = 3.002 eV
Au 5d5/2: mean radius, large c = 1.580 bohr, physical c = 1.659 bohr
onset difference Ag - Au (input) = 1.3 eV
Ag onset (input) = 3.7 eV = 335 nm
Ag rough onset without relativity: 4.8 eV from orbital gap, 5.0 eV from promotion
Au onset (input) = 2.4 eV = 517 nm
Au rough onset without relativity: 5.8 eV from orbital gap, 6.2 eV from promotion
photon energy at 400 nm = 3.10 eV
done: every assertion held
```
